# Fractional Parentage as a Reduced Creation Element, with Racah's Reciprocity, part 2

The three sextets $^6P$, $^6F$, $^6H$ of $f^9$ contain $^7F$ of $f^8$ with equal weight, while $^7F$ of $f^6$ contains the same sextets of $f^5$ with unequal weights. Exchanging electrons and holes connects the two sets.

An open shell $l$ has $4l+2$ orbitals $\nu=(m,\sigma)$, $\sigma=\pm\tfrac12$; $-\nu$ means $(-m,-\sigma)$. A child term $\psi$ of $l^N$ has $L,S$ and $D=(2L+1)(2S+1)$; a parent $\bar\psi$ of $l^{N-1}$ has $\bar L,\bar S$ and $\bar D=(2\bar L+1)(2\bar S+1)$. Term components $M_L,M_S$ are linked by ladder operators with positive roots. Matrix elements are real and all numbers dimensionless.

The operator $a^\dagger_\nu$ puts its orbital first in a determinant and is a double tensor of ranks $l$ and $\tfrac12$:
$$[\mathbf L,a^\dagger_\nu]=\sum_{\nu'}a^\dagger_{\nu'}\langle\nu'|\mathbf l|\nu\rangle, \tag{3}$$
and likewise for spin. Its reduced element is defined by
$$\langle\psi|a^\dagger_{m\sigma}|\bar\psi\rangle=(-1)^{L-M_L+S-M_S}\begin{pmatrix}L&l&\bar L\\-M_L&m&\bar M_L\end{pmatrix}\begin{pmatrix}S&\frac12&\bar S\\-M_S&\sigma&\bar M_S\end{pmatrix}\langle\psi\|a^\dagger\|\bar\psi\rangle. \tag{4}$$

The parentage coefficient $c(\psi,\bar\psi)$ multiplies the product of parent and last electron, coupled in that order; its squares, summed over parents, give one. It obeys
$$\langle\psi|a^\dagger_{m\sigma}|\bar\psi\rangle=(-1)^{N-1}\sqrt N\,c(\psi,\bar\psi)\,(\bar L\bar M_L\,l m|LM_L)(\bar S\bar M_S\,\tfrac12\sigma|SM_S), \tag{7}$$
$$\langle\psi\|a^\dagger\|\bar\psi\rangle=(-1)^N\sqrt{ND}\;c(\psi,\bar\psi). \tag{8}$$

The operators
$$\tilde a_\nu=s_\nu a_{-\nu},\qquad s_\nu=(-1)^{l-m+\frac12-\sigma}, \tag{12}$$
$$s_{-\nu}=-s_\nu, \tag{13}$$
form a double tensor of the same kind: (3) holds with $a^\dagger$ replaced by $\tilde a$.

For $^7F$ of $f^6$ ($N=6$, $L=S=3$), $c=0.377964$, $0.577350$, $0.723747$ for the parents $^6P$, $^6F$, $^6H$ ($\bar L=1,3,5$). With $P_{\bar L}$ the projector on the parent term within the 21 spin-up two-hole determinants,
$$6c^2=\frac17\cdot2\,\mathrm{Tr}\,P_{\bar L}=\frac{2(2\bar L+1)}7,\qquad c^2=\frac{2\bar L+1}{21}. \tag{11}$$

A program holding determinants as bit strings supplies the numerical checks.

### The particle-hole operator

The operators $\tilde a_\nu$ anticommute with each other, and
$$\{\tilde a_\nu,\tilde a_\mu^\dagger\}=s_\nu s_\mu\{a_{-\nu},a^\dagger_{-\mu}\}=\delta_{\nu\mu}.$$
They therefore satisfy the rules of creation operators. Their vacuum is the state annihilated by every $\tilde a^\dagger_\nu=s_\nu a^\dagger_{-\nu}$, which is the full shell. Define
$$C\,a^\dagger_{\nu_1}\cdots a^\dagger_{\nu_k}|0\rangle=\tilde a_{\nu_1}\cdots\tilde a_{\nu_k}|\mathrm{full}\rangle. \tag{14}$$
This takes one orthonormal basis into another, so $C$ is unitary, and it is real. In a program it is a signed permutation of bit strings and needs no stored dense matrix. From (14),
$$Ca^\dagger_\nu C^{-1}=\tilde a_\nu. \tag{15}$$
The adjoint is $Ca_\nu C^{-1}=s_\nu a^\dagger_{-\nu}$. Applied to $\tilde a_\nu=s_\nu a_{-\nu}$, it gives with (13)
$$C\tilde a_\nu C^{-1}=s_\nu s_{-\nu}a^\dagger_\nu=-a^\dagger_\nu. \tag{16}$$

A state with $N$ electrons becomes one with $4l+2-N$. Its angular momenta are unchanged, for the following reason. Let $X=CL_iC^{-1}-L_i$ for a Cartesian component $i$. Transforming (3) with $C$ gives the commutator of $CL_iC^{-1}$ with $\tilde a_\nu$. It equals that of $L_i$ with $\tilde a_\nu$, because $\tilde a$ is a tensor of the same kind. So $X$ commutes with all $\tilde a_\nu$ and, being Hermitian, with their adjoints. It then commutes with every occupation number, which makes it diagonal in determinants. It also commutes with every creation operator, which makes all diagonal elements equal. Thus $X$ is a number. Both $CL_iC^{-1}$ and $L_i$ have zero trace, so the number is zero. The same argument holds for spin. Hence $C\psi$ has the same $L,S,M_L,M_S$ as $\psi$, and its components remain linked by ladder operators.

### Exchanging bra and ket

The next relation is derived for one angular momentum of rank $k$ and then used in orbit and in spin. Let $A$ and $B$ be states with projections $M_A=q+M_B$. Since the elements are real,
$$\langle A|\tilde a_q|B\rangle=(-1)^{k-q}\langle B|a^\dagger_{-q}|A\rangle=(-1)^{k-q+B-M_B}\begin{pmatrix}B&k&A\\-M_B&-q&M_A\end{pmatrix}\langle B\|a^\dagger\|A\rangle .$$
Reverse all projections in the 3j symbol and exchange its outer columns. Each operation gives $(-1)^{A+k+B}$, and the two signs cancel because the exponent is an integer. The symbol is now the one that belongs to $\langle A|\tilde a_q|B\rangle$, whose own phase is $(-1)^{A-M_A}$. Dividing by this phase leaves the exponent
$$k-q+B-M_B-A+M_A=k+B-A .$$
For the double tensor the exponents of orbit and spin add:
$$\langle A\|\tilde a\|B\rangle=(-1)^{l+\frac12+L_B-L_A+S_B-S_A}\langle B\|a^\dagger\|A\rangle. \tag{17}$$

### The reciprocity relation

Unitarity and (15) give $\langle\psi|a^\dagger_\nu|\bar\psi\rangle=\langle C\psi|\tilde a_\nu|C\bar\psi\rangle$ for every component. The reduced elements are therefore equal, and with (17)
$$\langle\psi\|a^\dagger\|\bar\psi\rangle=(-1)^{l+\frac12+\bar L-L+\bar S-S}\langle C\bar\psi\|a^\dagger\|C\psi\rangle. \tag{18}$$
Child and parent have changed places. The state $C\bar\psi$ has $N'=4l+3-N$ electrons and $C\psi$ has one fewer. Apply (8) on both sides:
$$(-1)^N\sqrt{ND}\,c(\psi,\bar\psi)=(-1)^{l+\frac12+\bar L-L+\bar S-S}(-1)^{N'}\sqrt{N'\bar D}\,c(C\bar\psi,C\psi).$$
Because $4l+3$ is odd, $(-1)^{N'}=-(-1)^N$. The extra minus sign turns $l+\tfrac12$ into $l-\tfrac12$ in the exponent:
$$c(C\bar\psi,C\psi)=(-1)^{l-\frac12+\bar L-L+\bar S-S}\sqrt{\frac{ND}{N'\bar D}}\;c(\psi,\bar\psi). \tag{19}$$

The sign can be made symmetric in child and parent by choosing the phases of the complementary states as
$$\psi^c=\eta_NC\psi,\qquad\eta_N=(-1)^{N(N+1)/2}, \tag{20}$$
where $N$ is the electron number before conjugation. The coefficient then gains $\eta_N\eta_{N-1}$, whose exponent is $N(N+1)/2+N(N-1)/2=N^2$. This equals $(-1)^N=(-1)^{2S}$, and it changes $-S$ into $+S$. The signs of the integers $l$ and $L$ in the exponent may be reversed freely. The result is Racah's reciprocity relation:
$$\boxed{\;c(\bar\psi^c,\psi^c)=(-1)^{L+\bar L+S+\bar S-l-\frac12}\sqrt{\frac{N(2L+1)(2S+1)}{(4l+3-N)(2\bar L+1)(2\bar S+1)}}\;c(\psi,\bar\psi)\;} \tag{21}$$

The square root has a direct reading. By (8), $NDc^2$ is the squared reduced element, which is the total squared strength between all components of two terms. Conjugation preserves it. Dividing by the electron number and the degeneracy of the new child turns it back into a weight.

### Limits and consistency

For $N=1$ the parent is the vacuum and $c=1$. The root is $\sqrt{2(2l+1)/(4l+2)}=1$ and the exponent is $l+\tfrac12-l-\tfrac12=0$. The full shell then has one parent, the complementary one-hole term, with coefficient 1. For $N=4l+2$ the root and the sign are again 1, and the relation returns the coefficient of one electron on the vacuum.

Using (21) twice gives the original coefficient, since the second root is the inverse of the first and the signs are equal. The states agree with this. By (15) and (16), $C^2$ reverses every $a^\dagger_\nu$, so it is a common sign times $(-1)^N$ on $l^N$. Write $K=4l+2$. The phases contribute $\eta_N\eta_{K-N}$, with exponent
$$\frac{N(N+1)+(K-N)(K-N+1)}2=\frac{K(K+1)}2-KN+N^2 .$$
As $K$ is even, this depends on $N$ as $(-1)^N$ and cancels the factor from $C^2$. Double conjugation multiplies all states by one common sign, which drops out of $c$.

### The equal weights in $f^9$

Take the $f^6$ coefficients of the first half and conjugate. The child $^7F$ of $f^6$ becomes the parent $^7F$ of $f^8$, and the parents in $f^5$ become the sextets of $f^9$. With $N=6$, $N'=9$, $D=49$ and $\bar D=6(2\bar L+1)$, the root in (21) is
$$\sqrt{\frac{6\cdot49}{9\cdot6(2\bar L+1)}}=\sqrt{\frac{49}{9(2\bar L+1)}} ,$$
which is 1.347151 for $^6P$, 0.881917 for $^6F$ and 0.703526 for $^6H$. The exponent is $3+\bar L+3+\tfrac52-3-\tfrac12=\bar L+5$. It is even for odd $\bar L$, so all three signs are positive. The products are
$$1.347151\times0.377964=0.881917\times0.577350=0.703526\times0.723747=0.509175 ,$$
to the accuracy of the factors. The common square is 0.259259. With (11) the cancellation is visible:
$$c^2=\frac{49}{9(2\bar L+1)}\cdot\frac{2\bar L+1}{21}=\frac7{27}. \tag{22}$$
In $f^6$ the degeneracy $2\bar L+1$ belongs to the parent and measures how many final states it offers. In $f^9$ it belongs to the child, and the normalization of the child divides it out.

A count of spins gives the same number without reciprocity. In the top spin component a sextet of $f^9$ has seven electrons up and two down. Removing either down electron leaves seven up and one down, which is a component of $^7F$ with $M_S=3$. The strength of these removals is 2 for every sextet. By (7) it also equals $9c^2$ times the squared spin coefficient $(3\,3\;\tfrac12\,{-\tfrac12}|\tfrac52\,\tfrac52)^2=\tfrac67$, so $c^2=2\cdot7/(9\cdot6)=7/27$. The remaining weight, 0.741, belongs to quintet parents of $f^8$, since removing an electron from $S=\tfrac52$ leaves spin 3 or 2.

The numerical check also computes these three coefficients from the matrix elements between the conjugated states in $f^8$ and $f^9$, and obtains their squares by projection on the parent spin.

### The phase at half filling

For $N\neq2l+1$, conjugation leads to a different configuration, and (20) may serve as the definition of its states. At $N=2l+1$ it leads back to the same configuration. If that configuration already has tabulated states, $\psi^c$ must be compared with them. Seniority determines the result.

Define pair operators
$$Q_+=\tfrac12\sum_\nu s_\nu a^\dagger_\nu a^\dagger_{-\nu},\qquad Q_-=Q_+^\dagger,\qquad Q_0=\tfrac12(n-2l-1),$$
where $n$ is the electron number operator. By (13), $\nu$ and $-\nu$ contribute equally to $Q_+$, so it is a sum over $2l+1$ distinct pairs. Different pairs commute. Within one pair the commutator of creation and annihilation is $n_\nu n_{-\nu}-(1-n_\nu)(1-n_{-\nu})=n_\nu+n_{-\nu}-1$. The sum is
$$[Q_+,Q_-]=n-(2l+1)=2Q_0,\qquad[Q_0,Q_\pm]=\pm Q_\pm .$$
These are angular-momentum commutators, and the algebra is called quasispin. The signs $s_\nu$ are those that couple two electrons to $L=S=0$, so $Q_\pm$ commute with $\mathbf L$ and $\mathbf S$, and terms can be chosen with definite quasispin $Q$. The lowest member of a quasispin multiplet is annihilated by $Q_-$. Its electron number is the seniority $v$, and $Q_0=-Q$ there gives
$$Q=\tfrac12(2l+1-v). \tag{23}$$

Direct commutation, again with (13), gives
$$[Q_-,a^\dagger_\nu]=\tilde a_\nu,\qquad[Q_+,\tilde a_\nu]=a^\dagger_\nu,\qquad[Q_+,a^\dagger_\nu]=[Q_-,\tilde a_\nu]=0 .$$
So $a^\dagger_\nu$ and $\tilde a_\nu$ are the upper and lower components of a quasispin doublet. With $Q_y=(Q_+-Q_-)/2i$, the rotation $R=e^{-i\pi Q_y}$ is $e^{\pi Y}$ with $Y=\tfrac12(Q_--Q_+)$. Since $[Y,a^\dagger_\nu]=\tfrac12\tilde a_\nu$ and $[Y,\tilde a_\nu]=-\tfrac12a^\dagger_\nu$,
$$e^{\theta Y}a^\dagger_\nu e^{-\theta Y}=\cos\tfrac\theta2\,a^\dagger_\nu+\sin\tfrac\theta2\,\tilde a_\nu .$$
At $\theta=\pi$ this is $\tilde a_\nu$, and likewise $\tilde a_\nu$ becomes $-a^\dagger_\nu$. These are (15) and (16). Hence $CR^{-1}$ commutes with all creation and annihilation operators and is a number $\kappa$. Both operators are real and unitary, so $\kappa=\pm1$.

At half filling $Q_0=0$ and $Q$ is an integer. A rotation by $\pi$ about the $y$ axis acts on such a state as on the spherical harmonic $Y_{Q0}$. It reverses $z$ and gives $(-1)^Q$. Therefore
$$C\psi=\kappa\,(-1)^{(2l+1-v)/2}\,\psi\qquad(N=2l+1). \tag{24}$$
The sign $\kappa$ is common to all terms and depends on the orbital order in $|\mathrm{full}\rangle$. With spin-up orbitals first and $m$ descending, the program finds $\kappa=+1$ for $p^3$ and $-1$ for $d^5$. Since $\eta_3=+1$ and $\eta_5=-1$, both cases have $\psi^c=(-1)^{(2l+1-v)/2}\psi$.

In $p^3$, for example, the six states of $^2P$ have $v=1$ and change sign, while the 14 states of $^4S$ and $^2D$ have $v=3$ and do not. With the $p^4$ states taken as the conjugates (20) of the $p^2$ states, a coefficient of $p^4$ on the tabulated $^2P$ parent therefore has the opposite sign to the value that (21) gives for $^2P^c$, while those on $^4S$ and $^2D$ keep theirs. Another phase choice for a $p^4$ state reverses all its coefficients together, so only this relative sign is independent of that choice.

Equation (24) is stated for terms of definite seniority; the sign depends only on the parity of $Q$, so a mixture of seniorities that differ by four, such as $v=1$ and $v=5$ in $^2D$ of $d^5$, still goes into itself up to a sign. If two half-filled terms with equal $L,S$ but with seniorities differing by two are mixed, conjugation reverses one part of the mixture relative to the other, and $\psi^c$ is a different state. Relation (21) still holds for that $\psi^c$, but it no longer refers to the tabulated term up to a sign. The same caution applies to repeated terms away from half filling: (21) connects a state with its own conjugate, and a separately chosen basis in the complementary configuration must first be compared with the conjugate states and, if it differs from them by more than signs, rotated onto them. The derivation uses no Hamiltonian, so whether the conjugate of an energy eigenstate is itself an eigenstate is a separate question.

## Numbers as computed

```
All numbers are dimensionless.
p^1..p^6: child-parent pairs 26, largest error 5.6e-16
d^3: child-parent pairs 40, largest error 4.4e-16
reciprocity, all p^N: largest error 8.9e-16
reciprocity, d^3 and d^8: largest error 2.2e-16
p^3 states by seniority v=1: 6, v=3: 14; common sign kappa +1
d^5 states by seniority v=1: 10, v=3: 110, v=5: 132; common sign kappa -1
Sm 4f^6 7F: N = 6, L = 3, S = 3; parents in f^5
Top states (M_L = L, M_S = S), all spins up, occupied m:
  7F: amplitude +1.000000 on [3, 2, 1, 0, -1, -2]
  6H: amplitude +1.000000 on [3, 2, 1, 0, -1]
  6F: amplitude +0.577350 on [3, 2, 1, -1, -2]
  6F: amplitude -0.816497 on [3, 2, 1, 0, -3]
  6P: amplitude +0.462910 on [3, 1, 0, -1, -2]
  6P: amplitude -0.597614 on [3, 2, 0, -1, -3]
  6P: amplitude +0.654654 on [3, 2, 1, -2, -3]
sqrt(N(2L+1)(2S+1)) = 17.146428
parent 6P: reduced +6.480741, c +0.377964, c^2 0.142857, N c^2 0.857143
parent 6F: reduced +9.899495, c +0.577350, c^2 0.333333, N c^2 2.000000
parent 6H: reduced +12.409674, c +0.723747, c^2 0.523810, N c^2 3.142857
sum of c^2 over the sextet parents = 1.000000
<7F top|a+(m=-2,up)|6H top> = -1.000000
CG orbit (5 5 3 -2|3 3) = +0.564076, CG spin = +1.000000
c(7F,6H) from this one element = +0.723747
Reciprocity: f^9 sextet with parent 7F of f^8
6P: factor +1.347151, c formula +0.509175, direct +0.509175, c^2 0.259259
  weight left for quintet parents 0.740741
6F: factor +0.881917, c formula +0.509175, direct +0.509175, c^2 0.259259
  weight left for quintet parents 0.740741
6H: factor +0.703526, c formula +0.509175, direct +0.509175, c^2 0.259259
  weight left for quintet parents 0.740741
```
